# Inversion condition for a silicon donor laser on 2p0 to 1s(T2)

## Problem

Phosphorus donors in cold silicon are pumped by light that lifts electrons out of the ground level 1s(A1). The electrons relax into the excited level 2p0, fall from there to 1s(T2), and return from 1s(T2) to 1s(A1). A terahertz laser is to run on the transition 2p0 → 1s(T2).

Let $N_u$ and $N_l$ be the densities of donors whose electron is in 2p0 and in 1s(T2), and let $\tau_u$ and $\tau_l$ be the lifetimes of these levels. Every electron that leaves 2p0 passes through 1s(T2), and 1s(T2) has no other supply. The pump is steady.

(a) What must the lifetimes satisfy for the line to amplify?

(b) Take $\tau_l=20$ ps. Does the line amplify if $\tau_u=30$ ps? Does it if $\tau_u=200$ ps?

## A tempting solution

Let $R$ be the number of electrons fed into 2p0 per unit volume and time. In the steady state, as many electrons leave 2p0 as enter it:

$$\frac{N_u}{\tau_u}=R .$$

All of them arrive in 1s(T2), which must empty at the same rate:

$$\frac{N_l}{\tau_l}=\frac{N_u}{\tau_u}=R .$$

Therefore $N_u=R\tau_u$, $N_l=R\tau_l$, and

$$\frac{N_u}{N_l}=\frac{\tau_u}{\tau_l}.$$

Inversion means more electrons above than below, $N_u>N_l$, so the condition appears to be $\tau_u>\tau_l$. With $\tau_u=30$ ps the population ratio is 1.5, and the line should amplify.

## Where it fails

The rate balance is correct. The fault is in the sentence "inversion means more electrons above than below". Light does not compare the total populations of two levels. It drives transitions between individual states, and for each pair of states the rates of stimulated emission and absorption contain the same squared dipole matrix element. If $n_i$ is the density of donors whose electron is in state $i$, the net gain is

$$G\propto\sum_{u,l}|d_{ul}|^2\,(n_u-n_l),$$

where $u$ runs over the states of 2p0 and $l$ over those of 1s(T2). No factor for an occupied final state appears, since a neutral donor has a single electron to place. Even for independent electrons such factors would cancel in the difference between emission and absorption. The sign of $G$ depends on populations per state, so the states must be counted.

## Counting the states

The conduction band of silicon has six equivalent minima, or valleys, in opposite pairs along the three cubic axes. In the effective-mass description each valley supplies one 1s orbital and one 2p0 orbital.

For 1s, the potential near the donor core mixes the valleys and splits the six orbitals into A1 (one orbital), E (two) and T2 (three). The T2 orbitals are the odd combinations of opposite valleys. For the $x$ axis,

$$|T_x\rangle=\frac{|1s,+x\rangle-|1s,-x\rangle}{\sqrt2},$$

and similarly for $y$ and $z$. With two spin directions,

$$g_l=3\times2=6 .$$

The 2p0 envelope vanishes at the donor core, so its valley splitting is small and is taken as unresolved. All six orbitals then belong to one level:

$$g_u=6\times2=12 .$$

The label "0" gives the angular momentum about a valley's own axis. It does not mean that the level has a single orbital.

Not all twelve upper states take part in the line. The dipole operator varies slowly on the scale of the lattice and does not connect different valleys. With the same sign convention for the 2p0 envelope in both valleys of a pair, the matrix element along the axis has the same value $d$ in each. For the odd and even 2p0 combinations this gives

$$\langle 2p_0,\text{odd}|x|T_x\rangle=\tfrac12(d+d)=d,$$

$$\langle 2p_0,\text{even}|x|T_x\rangle=\tfrac12(d-d)=0 .$$

Three of the six 2p0 orbitals therefore couple to 1s(T2), and three do not. The zero rests on the neglect of matrix elements between valleys. The even combinations transform as T2, and the tetrahedral symmetry alone does not forbid their coupling. It might seem that the upper degeneracy should be reduced from 12 to 6. Whether it should depends on how the states are filled and where they empty. Here they are assumed to be fed equally and to have equal lifetimes, so each holds

$$n_u=\frac{N_u}{12},$$

whether it couples to the light or not. The uncoupled states take half of the feed, give no gain on this line, and still send their electrons into the lower level. They can do so because the decay behind $\tau_u$ is not emission of light. An effective-mass dipole of about 1 nm gives a radiative lifetime of tens of microseconds, so lifetimes of picoseconds come from non-radiative decay, with the energy given to the lattice. That is why the weight remains 12.

If the whole feed could be directed into the six coupled states, with no mixing afterwards, each would hold $N_u/6$ and the condition would become $\tau_u>\tau_l$. Such a selective feed would make the tempting answer correct, but it is not assumed here.

## The right solution

With equal filling inside each level, the difference $n_u-n_l$ is the same for every pair and comes out of the sum:

$$G\propto\left(\frac{N_u}{g_u}-\frac{N_l}{g_l}\right)\sum_{u,l}|d_{ul}|^2 .$$

The remaining sum is positive. Gain requires

$$\frac{N_u}{g_u}>\frac{N_l}{g_l}.$$

Inserting $N_u=R\tau_u$ and $N_l=R\tau_l$ and dividing by the positive rate $R$ gives

$$\frac{\tau_u}{g_u}>\frac{\tau_l}{g_l}
\quad\Longrightarrow\quad
\frac{\tau_u}{\tau_l}>\frac{g_u}{g_l}=\frac{12}{6}=2 .$$

The answer to (a) is

$$\boxed{\tau(2p_0)>2\,\tau(1s(T_2))}$$

The feed rate has dropped out. In this cold model, stronger pumping enlarges an existing inversion but cannot create one when the lifetimes are wrong. At $\tau_u=2\tau_l$ the line is transparent in the steady state at any pump rate. These statements assume that the pump acts on 1s(A1) only. Light that ionizes 1s(A1) can also ionize 1s(T2). If it does so at the rate $p'$ and the electrons return through 2p0, the condition becomes $\tau_u(1/\tau_l+p')>2$. For $\tau_l=20$ ps and $p'=10^8$ s$^{-1}$ this barely matters (39.9 ps instead of 40 ps), but for $p'$ above $1.7\times10^{10}$ s$^{-1}$ even $\tau_u=30$ ps gives inversion.

## Numbers

As model binding energies, close to those of phosphorus, take 11.5 meV for 2p0, 34 meV for 1s(T2) and 46 meV for 1s(A1). The photon energy is $34-11.5=22.5$ meV, which corresponds to about 5.4 THz or a vacuum wavelength of 55 µm.

Let the density of donors in the ground level be $N_g=3\times10^{15}$ cm$^{-3}$, and let each be pumped at the rate $p=10^8$ s$^{-1}$. Then

$$R=pN_g=3\times10^{23}\ \text{cm}^{-3}\,\text{s}^{-1}.$$

For $\tau_l=20$ ps the threshold is $\tau_u=40$ ps, and the lower level holds $N_l=R\tau_l=6\times10^{12}$ cm$^{-3}$, or $1\times10^{12}$ cm$^{-3}$ per state.

**Case $\tau_u=30$ ps.** Here $N_u=R\tau_u=9\times10^{12}$ cm$^{-3}$, which exceeds $N_l$ by the factor 1.5. Per state it is $0.75\times10^{12}$ cm$^{-3}$, less than in the lower level. The line absorbs, although the upper level holds more electrons.

**Case $\tau_u=200$ ps.** Now $N_u=6\times10^{13}$ cm$^{-3}$, or $5\times10^{12}$ cm$^{-3}$ per state, five times the lower value. The line amplifies, and $\tau_u$ is five times its threshold.

These are steady-state values. Just after a sudden switch-on the upper level fills first, so even the line with $\tau_u=30$ ps amplifies briefly before it settles into absorption. With constant $R$, the upper population grows as $1-e^{-t/\tau_u}$ after the pump is switched on. For $\tau_u=200$ ps it reaches about 99% of its final value after 1000 ps, so the steady-state populations apply only if the pump pulse lasts several times $\tau_u$.

## Does the laser field change the condition?

Once light builds up, stimulated emission drains the upper level and fills the lower one. Take an isotropic, unpolarized field that causes stimulated transitions at the rate $W$ in each of the six coupled pairs, and let $D=n_u-n_l$ be the difference for such a pair. Assume no mixing among the 2p0 states. Each coupled upper state receives $R/12$ and loses $n_u/\tau_u+WD$, so

$$n_u=\frac{R\tau_u}{12}-W\tau_uD .$$

Every electron still passes through 1s(T2), whether its transition was spontaneous or stimulated. The total flow through that level remains $R$, and each of its six states holds $n_l=R\tau_l/6$. Subtracting,

$$D=R\left(\frac{\tau_u}{12}-\frac{\tau_l}{6}\right)-W\tau_uD ,$$

and collecting the terms in $D$,

$$D=\frac{R\left(\tau_u/12-\tau_l/6\right)}{1+W\tau_u}.$$

The denominator is positive. The field reduces the inversion but cannot reverse its sign, so the threshold is unchanged. For $\tau_u=200$ ps and $W=10^{10}$ s$^{-1}$, $W\tau_u=2$, and at fixed $R$ the inversion falls to one third of its value without the field.

A laser mode is usually polarized. For a field along one cubic axis, and with spontaneous decay that fills the T2 states equally, the same balance gives the pairs coupled to the field the denominator $1+W(\tau_u+2\tau_l/3)$. The saturation is slightly stronger, and the threshold is the same. This denominator treats the 2p0 orbitals as degenerate on the scale $\hbar/\tau_u$. If their A1 and E combinations are split by more than that but still lie within the line, the saturation is weaker. For the numbers above the gain then falls to 0.46 of its value without the field instead of 0.32, again with the same threshold.

## Other decay paths

Suppose that a fraction $\beta$ of the 2p0 decay passes through 1s(T2), and that 1s(T2) also receives a feed $sR$ that bypasses 2p0. Without a field, the lower balance becomes

$$\frac{N_l}{\tau_l}=\beta\frac{N_u}{\tau_u}+sR=(\beta+s)R ,$$

and the same gain criterion gives

$$\tau_u>2\tau_l(\beta+s).$$

At a fixed total lifetime $\tau_u$, a smaller fraction $\beta$ lowers the threshold, and a feed straight into 1s(T2) raises it. Opening an additional decay path out of 2p0 is a different change: it also shortens $\tau_u$ and so reduces an existing inversion. For $\beta=0.8$, $s=0.3$ and $\tau_l=20$ ps, the threshold is $2\times20\times1.1=44$ ps. With $\beta=1$ and $\tau_u=200$ ps, inversion survives as long as $s<200/40-1=4$.

A detour through 1s(E), which lies slightly above 1s(T2), has no effect if E empties only into T2. Let $A$ be the flow from E to T2 and $B$ the thermal flow back. Balance of E gives $A=R+B$, and balance of T2 gives $A=B+N_l/\tau_l$. Hence $N_l=R\tau_l$ as before. Here $\tau_l$ must be understood as the time for final exit to 1s(A1), not counting excursions to E.

## Temperature

A warm lattice lifts electrons from 1s(A1) back into 1s(T2) across the gap $\Delta=46-34=12$ meV. An electron in a T2 state falls into each of the two A1 states at the rate $1/(2\tau_l)$. By detailed balance the reverse rate is smaller by $e^{-\Delta/kT}$. Each T2 state is therefore filled at the additional rate $N_ge^{-\Delta/kT}/(2\tau_l)$, which adds $N_ge^{-\Delta/kT}/2$ to its population. With $R=pN_g$, the density $N_g$ cancels and inversion requires

$$p\left(\frac{\tau_u}{12}-\frac{\tau_l}{6}\right)>\frac12e^{-\Delta/kT}.$$

The pump rate now matters, because the pump must overcome a thermal population. If $\tau_u>2\tau_l$ and the pump is weak enough for the logarithm below to be positive, as in the example, inversion is lost above the limiting temperature

$$T_c=\frac{\Delta}{k\,\ln\!\left[\dfrac{1}{2p(\tau_u/12-\tau_l/6)}\right]} .$$

For $\tau_u=200$ ps the bracketed time is $16.7-3.3=13.3$ ps, the logarithm is $\ln(1/0.00267)=5.93$, and $T_c$ is about 23 K. At 5 K the thermal population of 1s(T2) is only about $7\times10^3$ cm$^{-3}$ for the rounded gap. A gap smaller by 0.3 meV doubles it and lowers $T_c$ by 0.6 K. Either way it is negligible beside the pumped $6\times10^{12}$ cm$^{-3}$. The lifetimes were held fixed here, and thermal return from 1s(T2) to 2p0 was neglected.

## Real silicon lasers

Optically pumped Si:P lasers do operate on this transition, near 55 µm and at low temperature. The binding energies used here are rough values for phosphorus. The lifetimes and the pump rate are round model values. One assumption that can fail in a real crystal is the single path: some captured electrons can reach the 1s levels without visiting 2p0, and some 2p0 electrons can avoid 1s(T2). A bypass feed as large as the feed into 2p0, with $\beta=1$, would double the threshold from 40 to 80 ps, still below the 200 ps of the example. Inversion is also only the first requirement. Laser action needs a gain that exceeds the losses of the crystal and the resonator, and that depends on the size of the inversion as well as its sign.
